# Pseudo-unitary transfer matrices and the transmission eigenvalues of a multichannel conductor

## 1. One channel and a delta barrier

A particle moves on a line with Hamiltonian \(-\tfrac12\,d^2/dz^2+g\,\delta(z)\), in units with \(\hbar=m=1\). At energy \(k^2/2\) the wave function is

\[
\psi=\begin{cases}a^+e^{ikz}+a^-e^{-ikz}, & z<0,\\ b^+e^{ikz}+b^-e^{-ikz}, & z>0.\end{cases}
\]

At \(z=0\) the function is continuous and its derivative jumps by \(2g\,\psi(0)\). With \(\beta=g/k\), and after division of the second condition by \(ik\),

\[
b^++b^-=a^++a^-,\qquad b^+-b^-=a^+-a^--2i\beta(a^++a^-).
\]

Half the sum and half the difference give

\[
\begin{pmatrix}b^+\\b^-\end{pmatrix}=M\begin{pmatrix}a^+\\a^-\end{pmatrix},\qquad
M=\begin{pmatrix}1-i\beta&-i\beta\\ i\beta&1+i\beta\end{pmatrix}. \tag{1}
\]

This is the transfer matrix: it takes amplitudes on the left to amplitudes on the right. For a wave incident from the left, \(a^+=1\) and \(b^-=0\). The second row gives \(a^-=-i\beta/(1+i\beta)\), and the first row then gives

\[
b^+=1-i\beta+\frac{(-i\beta)^2}{1+i\beta}=\frac{(1+\beta^2)-\beta^2}{1+i\beta}=\frac1{1+i\beta},
\qquad T=|b^+|^2=\frac1{1+\beta^2}. \tag{2}
\]

Now take the Hermitian matrix \(MM^\dagger\). Its trace is the sum of the squared moduli of the entries of \(M\), which is \(2(1+\beta^2)+2\beta^2=2+4\beta^2\). Its determinant is \(|\det M|^2=1\), because \(\det M=(1+\beta^2)-\beta^2=1\). Its two eigenvalues are positive with product 1, so they can be written \(e^{2x}\) and \(e^{-2x}\) with \(x\ge0\). Their sum is \(2\cosh2x=2+4\sinh^2x\), so \(\sinh x=|\beta|\), and (2) becomes \(T=1/\cosh^2x\).

For \(k=1\) and \(g=0.75\), \(\beta=0.75\) and the trace is 4.25. The eigenvalues are 4 and 0.25, so \(x=\tfrac12\ln4=0.693\), and \(T=1/1.5625=0.64\).

The eigenvalues of \(M\) itself do not carry this information. Here \(M\) has trace 2 and determinant 1, so both its eigenvalues equal 1 for every \(\beta\), while \(T\) varies from 1 to 0.

With many channels a trace and a determinant no longer fix the spectrum. What replaces them is current conservation.

## 2. Channels, amplitudes and current

Consider a wire cut into slices labelled by an integer \(j\). The vector \(\psi_j\) holds the wave function on slice \(j\), \(H_j=H_j^\dagger\) is the Hamiltonian within the slice, and \(-W_j\) is the hopping matrix from slice \(j+1\) to slice \(j\). The slice spacing is the unit of length and \(\hbar=1\). Then

\[
i\dot\psi_j=H_j\psi_j-W_j\psi_{j+1}-W_{j-1}^\dagger\psi_{j-1}. \tag{3}
\]

The probability on a slice changes at the rate \(2\,\mathrm{Re}(\psi_j^\dagger\dot\psi_j)=2\,\mathrm{Im}(\psi_j^\dagger\, i\dot\psi_j)\). The term \(\psi_j^\dagger H_j\psi_j\) is real and drops out. Define the current on the bond from \(j\) to \(j+1\) as

\[
I_j=2\,\mathrm{Im}\left(\psi_j^\dagger W_j\psi_{j+1}\right). \tag{4}
\]

Since \(\psi_j^\dagger W_{j-1}^\dagger\psi_{j-1}\) is the complex conjugate of \(\psi_{j-1}^\dagger W_{j-1}\psi_j\), its imaginary part has the opposite sign, and

\[
\frac{d}{dt}\,\psi_j^\dagger\psi_j=I_{j-1}-I_j. \tag{5}
\]

In a stationary state the left side is zero, so the current is the same on every bond.

Outside a finite scattering region the wire continues as two uniform leads, free of magnetic field, with \(W_j=1\) and a real slice Hamiltonian. Its real orthonormal eigenvectors \(\chi_n\), with energies \(\varepsilon_n\), are the transverse modes. A wave \(\chi_ne^{\pm ik_nj}\) has energy \(E=\varepsilon_n-2\cos k_n\). The mode is open if \(|E-\varepsilon_n|<2\); then \(0<k_n<\pi\), and the velocity \(v_n=dE/dk_n=2\sin k_n\) is positive for the upper sign. We assume \(N\) open modes in each lead. Closed modes decay away from the scatterer, and amplitudes are read where they have died out. There the left lead carries

\[
\psi_j=\sum_{n=1}^N\frac{\chi_n}{\sqrt{v_n}}\left(a_n^+e^{ik_nj}+a_n^-e^{-ik_nj}\right), \tag{6}
\]

and the right lead has the same form with amplitudes \(b_n^\pm\), its own modes and its own origin of \(j\).

The factor \(1/\sqrt{v_n}\) makes each amplitude count flux. To see this, put (6) into (4). Orthogonality of the \(\chi_n\) removes products of different modes. Write \(p=a_n^+e^{ik_nj}\) and \(s=a_n^-e^{-ik_nj}\). Mode \(n\) contributes

\[
\frac{2}{v_n}\,\mathrm{Im}\left[(p^*+s^*)(pe^{ik_n}+se^{-ik_n})\right]
=\frac{2\sin k_n}{v_n}\left(|p|^2-|s|^2\right),
\]

because the cross terms \(p^*s\,e^{-ik_n}+s^*p\,e^{ik_n}\) are a number plus its conjugate, hence real. With \(v_n=2\sin k_n\), the sum over modes is

\[
I=|a^+|^2-|a^-|^2, \tag{7}
\]

where \(a^\pm\) are vectors of \(N\) components and \(|a|^2=a^\dagger a\).

A continuum wire gives the same form. Its current is \((\hbar/m)\,\mathrm{Im}\int\psi^*\partial_z\psi\) over the cross-section, and \(v_n=\hbar k_n/m\). Mode \(n\) contributes \(\mathrm{Re}[(p^*+s^*)(p-s)]=|p|^2-|s|^2\), since \(s^*p-p^*s\) is imaginary. The argument below uses the form (7) and the constancy of \(I\), so it covers both cases.

## 3. The scattering matrix

The incoming amplitudes are \(a^+\) and \(b^-\); the outgoing ones are \(a^-\) and \(b^+\). We take it that a scattering state exists for every choice of incoming amplitudes. Equal currents in the two leads mean \(|a^+|^2-|a^-|^2=|b^+|^2-|b^-|^2\), or

\[
|a^-|^2+|b^+|^2=|a^+|^2+|b^-|^2. \tag{8}
\]

The outgoing amplitudes are therefore unique: the difference of two states with the same input has no input, and by (8) no output. This defines the scattering matrix,

\[
\begin{pmatrix}a^-\\b^+\end{pmatrix}=S\begin{pmatrix}a^+\\b^-\end{pmatrix},\qquad
S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}. \tag{9}
\]

For an input vector \(c\), (8) says \(c^\dagger(S^\dagger S-1)c=0\), and this holds for every \(c\). Applied to the eigenvectors of the Hermitian matrix \(S^\dagger S-1\), it shows that all eigenvalues vanish, so the matrix is zero. Thus \(S^\dagger S=1\), and since \(S\) is square, \(SS^\dagger=1\) too. The blocks needed below are

\[
r^\dagger r+t^\dagger t=1,\qquad r^\dagger t'+t^\dagger r'=0, \tag{10}
\]

\[
r'^\dagger r'+t'^\dagger t'=1,\qquad tt^\dagger+r'r'^\dagger=1. \tag{11}
\]

The transmission eigenvalues \(T_1,\dots,T_N\) are the eigenvalues of \(tt^\dagger\). By (11) they lie between 0 and 1. The square matrices \(r'r'^\dagger\) and \(r'^\dagger r'\) have the same eigenvalues with the same multiplicities, so (11) gives

\[
\operatorname{spec}(tt^\dagger)=\operatorname{spec}(t'^\dagger t'). \tag{12}
\]

The two directions of transmission share one set of \(T_n\). In particular, \(t\) is invertible if and only if \(t'\) is.

Time reversal has not been used. If the Hamiltonian is real, the complex conjugate of a stationary state is also one, with incoming and outgoing amplitudes exchanged and conjugated. From \(\text{out}=S\,\text{in}\) we then also have \(\text{in}^*=S\,\text{out}^*=SS^*\,\text{in}^*\), so \(SS^*=1\). With unitarity this gives \(S^*=S^\dagger\), that is \(S=S^T\) and \(t'=t^T\). A magnetic field in the scattering region in general removes this relation, although a spatial symmetry of the scatterer can preserve it in special cases. For example, a mirror line along the axis of the wire reverses the field; in a gauge where this mirror turns the Hamiltonian into its complex conjugate, \(S=PS^TP\), with \(P\) the diagonal matrix of parities \(\pm1\) of the open modes, and this is \(S=S^T\) when all open modes have the same parity. The field leaves (10)–(12) intact.

## 4. The transfer matrix and its pseudo-unitarity

The upper row of (9) reads \(a^-=ra^++t'b^-\). To find \(b^-\) from the left amplitudes we must invert \(t'\). We therefore assume that no \(T_n\) is zero. Then \(b^-=t'^{-1}(a^--ra^+)\), and the lower row \(b^+=ta^++r'b^-\) gives

\[
\begin{pmatrix}b^+\\b^-\end{pmatrix}=M\begin{pmatrix}a^+\\a^-\end{pmatrix},\qquad
M=\begin{pmatrix}t-r't'^{-1}r&r't'^{-1}\\-t'^{-1}r&t'^{-1}\end{pmatrix}. \tag{13}
\]

The upper left block simplifies. The second relation in (10), multiplied by \((t^\dagger)^{-1}\) from the left and by \(t'^{-1}\) from the right, is \(r't'^{-1}=-(t^\dagger)^{-1}r^\dagger\). Hence

\[
t-r't'^{-1}r=t+(t^\dagger)^{-1}r^\dagger r=(t^\dagger)^{-1}\left(t^\dagger t+r^\dagger r\right)=(t^\dagger)^{-1}, \tag{14}
\]

where the last step is the first relation in (10).

Let \(Z=\mathrm{diag}(1_N,-1_N)\), and let \(c\) now be the vector of left amplitudes \((a^+,a^-)\). By (7) the current is \(c^\dagger Zc\) on the left and \((Mc)^\dagger Z(Mc)\) on the right. Their equality reads

\[
c^\dagger\left(M^\dagger ZM-Z\right)c=0. \tag{15}
\]

This holds for every \(c\): given any \(a^+\) and \(a^-\), the invertibility of \(t'\) supplies a \(b^-\), and the scattering state with input \((a^+,b^-)\) has the required left amplitudes. The bracket is Hermitian, so it vanishes by the argument used for \(S\):

\[
M^\dagger ZM=Z. \tag{16}
\]

A matrix with this property is called pseudo-unitary. It preserves the indefinite form \(|a^+|^2-|a^-|^2\), whereas a unitary matrix preserves the sum of squares. The diagonal of (16) fixes, for each column of \(M\), only the squared norm of the upper half minus that of the lower half, at \(+1\) or \(-1\). The two halves can therefore grow together. This is how \(M\) accommodates strong reflection: in (13) the blocks \(r't'^{-1}\) and \(t'^{-1}\) both become large as a transmission eigenvalue becomes small.

Multiply (16) from the left by \(Z\), using \(Z^2=1\). Then \((ZM^\dagger Z)M=1\), so \(M^{-1}=ZM^\dagger Z\). A left inverse of a square matrix is also a right inverse, hence \(MZM^\dagger Z=1\), and multiplication by \(Z\) from the right gives

\[
MZM^\dagger=Z. \tag{17}
\]

## 5. Eigenvalues of \(MM^\dagger\) in reciprocal pairs

Let \(Q=MM^\dagger\). It is Hermitian, and \(u^\dagger Qu=|M^\dagger u|^2>0\) for \(u\neq0\) because \(M\) is invertible. Its \(2N\) eigenvalues are therefore positive. By (16) and then (17),

\[
QZQ=M(M^\dagger ZM)M^\dagger=MZM^\dagger=Z. \tag{18}
\]

Multiplication by \(Q^{-1}\) from the left and by \(Z\) from the right turns \(QZQ=Z\) into \(ZQZ=Q^{-1}\):

\[
Q^{-1}=ZQZ. \tag{19}
\]

Suppose \(Qu=qu\). Then \(Q^{-1}(Zu)=ZQZZu=ZQu=q\,Zu\), so

\[
Q(Zu)=\frac1q\,(Zu). \tag{20}
\]

Thus \(Z\) maps the eigenspace of \(q\) into that of \(1/q\), and it maps the eigenspace of \(1/q\) back. Since \(Z\) is invertible, the two spaces have equal dimension. Physically, \(Z\) reverses the sign of the left-moving amplitudes, and this exchanges a combination that \(M^\dagger\) stretches with one that it shrinks.

The value \(q=1\) is its own partner and needs a separate count. Eigenvalues different from 1 occupy an even number of dimensions, since each one above 1 is matched by one below. The total \(2N\) is even, so the eigenspace of \(q=1\) has even dimension as well, and its eigenvalues can also be listed in pairs. The full spectrum is

\[
e^{2x_1},e^{-2x_1},\ \dots,\ e^{2x_N},e^{-2x_N},\qquad x_n\ge0. \tag{21}
\]

The \(x_n\) do not depend on where the amplitudes are referenced. Moving the origins of \(j\) multiplies amplitudes by phases, so \(M\) becomes \(\Phi_RM\Phi_L\) with diagonal unitary \(\Phi_R,\Phi_L\). Then \(Q\) becomes \(\Phi_RQ\Phi_R^\dagger\), which has the same eigenvalues.

## 6. The transmission eigenvalues

Name the blocks of \(M\) as

\[
M=\begin{pmatrix}A&B\\C&D\end{pmatrix},\qquad A=(t^\dagger)^{-1},\quad D=t'^{-1}. \tag{22}
\]

The diagonal blocks of (17) are

\[
AA^\dagger-BB^\dagger=1,\qquad DD^\dagger-CC^\dagger=1, \tag{23}
\]

and the product \(MM^\dagger\) is

\[
Q=\begin{pmatrix}AA^\dagger+BB^\dagger&AC^\dagger+BD^\dagger\\CA^\dagger+DB^\dagger&CC^\dagger+DD^\dagger\end{pmatrix}. \tag{24}
\]

Conjugation by \(Z\) changes the sign of the off-diagonal blocks, so they cancel in \(Q+ZQZ\). By (19) this sum is \(Q+Q^{-1}\). Adding twice the unit matrix and using (23) in the forms \(BB^\dagger+1=AA^\dagger\) and \(CC^\dagger+1=DD^\dagger\), we find

\[
Q+Q^{-1}+2=2\begin{pmatrix}AA^\dagger+BB^\dagger+1&0\\0&CC^\dagger+DD^\dagger+1\end{pmatrix}
=4\begin{pmatrix}AA^\dagger&0\\0&DD^\dagger\end{pmatrix}. \tag{25}
\]

From (22), \(AA^\dagger=(t^\dagger)^{-1}t^{-1}=(tt^\dagger)^{-1}\) and \(DD^\dagger=t'^{-1}(t'^\dagger)^{-1}=(t'^\dagger t')^{-1}\). Therefore

\[
Q+Q^{-1}+2=4\begin{pmatrix}(tt^\dagger)^{-1}&0\\0&(t'^\dagger t')^{-1}\end{pmatrix}. \tag{26}
\]

Read the spectrum of each side. On the left, the eigenvectors of \(Q\) with eigenvalues \(e^{2x_n}\) and \(e^{-2x_n}\) both give

\[
e^{2x_n}+e^{-2x_n}+2=(e^{x_n}+e^{-x_n})^2=4\cosh^2x_n,
\]

so each \(4\cosh^2x_n\) is listed twice. On the right, each block has the eigenvalues \(4/T_n\) by (12), so each \(4/T_n\) is also listed twice. The two lists are the same, and with a suitable ordering

\[
T_n=\frac1{\cosh^2x_n}=\frac{4}{e^{2x_n}+e^{-2x_n}+2},\qquad n=1,\dots,N. \tag{27}
\]

A perfectly open channel, \(T_n=1\), has \(x_n=0\). Near it \(T_n\approx1-x_n^2\). For large \(x_n\) the term \(e^{2x_n}\) dominates the denominator and \(T_n\approx4e^{-2x_n}\). The value \(T_n=0\) is approached as \(x_n\to\infty\), where an element of \(M\) diverges and the transfer matrix ceases to exist; \(S\) remains well defined.

## 7. Where the result fails

**Amplitudes without flux normalization.** If the factors \(1/\sqrt{v_n}\) are left out of (6), the new amplitudes are the old ones divided by \(\sqrt{v_n}\). Let \(V_L\) and \(V_R\) be the diagonal matrices of velocities in the two leads, each listed once for right-movers and once for left-movers. Then \(M=V_R^{1/2}\tilde MV_L^{-1/2}\), where \(\tilde M\) connects the new amplitudes. Inserting this in (16), and noting that diagonal matrices commute, we get

\[
\tilde M^\dagger ZV_R\tilde M=ZV_L. \tag{28}
\]

This reduces to (16) if all velocities are equal, as in Section 1. It also does so if \(V_L=V_R\) and \(M\) couples only modes of equal velocity, since then \(\tilde M=M\). In general \(\tilde M\) does not obey (16), and the steps from (17) onward are not available for it.

**Absorption.** Replace \(H_j\) by \(H_j-i\eta\) with \(\eta>0\). The slice term in the probability balance is no longer real, and it adds \(-2\eta\,\psi_j^\dagger\psi_j\) to the right side of (5). In a stationary state

\[
I_j=I_{j-1}-2\eta\,\psi_j^\dagger\psi_j, \tag{29}
\]

so the current falls along the wire and (15) has no basis.

## 8. A three-channel strip

Take a square-lattice strip three sites wide, with all hopping amplitudes equal to \(-1\) in the leads. The hopping strength is the unit of energy. At \(E=0.3\) the transverse energies are \(-1.414\), \(0\) and \(1.414\), and all three modes are open. For the first, \(\cos k_1=(\varepsilon_1-E)/2=-0.857\), so \(k_1=2.600\) and \(v_1=2\sin k_1=1.030\). The other velocities are 1.977 and 1.661.

The scattering region has four slices with on-site energies

\[
(0.8,-0.5,0.3),\quad(-0.9,0.6,1.0),\quad(0.4,-1.2,0.7),\quad(-0.3,0.9,-0.6).
\]

The transverse hopping within these slices is \(-1\), as in the leads, and the two bonds joining the region to the leads have \(W_j=1\). The three bonds between these slices carry \(W_j=\mathrm{diag}(e^{-i\phi},1,e^{i\phi})\) with \(\phi=0.7\) rad, which is the magnetic phase per plaquette. Time-reversal symmetry is broken: the largest element of \(|t'-t^T|\) is 0.92. This number depends on the gauge: a common phase factor on the three bonds carries no field, yet it multiplies \(t\) and \(t'\) by opposite phases and would by itself make \(t'-t^T\) nonzero. The moduli \(|t'_{mn}|\) and \(|t_{nm}|\) are unaffected by such a factor, and in this strip they differ as well.

Two separate calculations are compared. The transfer matrix comes from (3) at fixed energy, solved for \(\psi_{j+1}\) slice by slice. The scattering matrix comes from one linear system for the whole strip with outgoing waves in both leads.

As a check of (7), choose \(a^+=(1,0.5i,0)\) and \(a^-=(0.5,0,0.2)\). The flux should be \(1+0.25-0.25-0.04=0.96\), and the current (4) has this value on all seven bonds tested: the three inside the scattering region, the two joining it to the leads, and one more in each lead. The elements of \(M^\dagger ZM\) differ from those of \(Z\) by at most \(5\times10^{-15}\), which is rounding error beside the unit entries of \(Z\).

The eigenvalues of \(MM^\dagger\) are

\[
0.02203,\quad0.06522,\quad0.32251,\quad3.10071,\quad15.33311,\quad45.38711.
\]

The outermost two multiply to 1, as do the next two and the innermost two. From the largest, \(x_3=\tfrac12\ln45.38711=1.9076\), and (27) gives

\[
T_3=\frac{4}{45.38711+0.02203+2}=0.0844.
\]

The other pairs give \(x_1=0.5658\), \(T_1=4/5.42322=0.7376\), and \(x_2=1.3650\), \(T_2=4/17.39833=0.2299\). The eigenvalues of \(tt^\dagger\) from the linear system are 0.7376, 0.2299 and 0.0844.

To see the case \(q=1\), remove the disorder and the field and add a barrier of height 1.5 on three slices that acts on the lowest transverse mode alone. The modes do not mix, and the other two pass freely. The spectrum of \(MM^\dagger\) is then 0.1040, 9.6145 and four eigenvalues equal to 1. The transmission eigenvalues are 1, 1 and \(4/(9.6145+0.1040+2)=0.3413\).

The failures of Section 7 are visible in the disordered strip. In both cases the derivation of the pairing (21) no longer applies, and in this strip the eigenvalues do not pair. (With the field switched off, the absorbing strip keeps its eigenvalues paired, because its Hamiltonian is still a symmetric matrix, yet (27) fails all the same; pairing alone does not establish (27).) Here, therefore, \(x_n\) is taken as half the logarithm of each of the three largest eigenvalues of the transfer matrix times its adjoint. Without flux normalization, an element of \(\tilde M^\dagger Z\tilde M-Z\) reaches 2.9 in modulus, and \(1/\cosh^2x_n\) computed from \(\tilde M\) gives 0.711, 0.261 and 0.072 in place of the true values. With flux normalization restored and an absorption \(\eta=0.2\) on the four disordered slices, the eigenvalues of \(tt^\dagger\) are 0.292, 0.127 and 0.046, whereas \(1/\cosh^2x_n\) gives 0.561, 0.191 and 0.077. The numerical check computes the numbers quoted in this section and also tests the delta barrier of Section 1.

## Table of computed values

```
Units: energy in hopping, length in lattice spacing, hbar = 1
Channels N = 3, energy E = 0.3 hopping
Magnetic phase per plaquette = 0.7 rad
On-site energies, slice 1 (hopping): 0.8 -0.5 0.3
On-site energies, slice 2 (hopping): -0.9 0.6 1.0
On-site energies, slice 3 (hopping): 0.4 -1.2 0.7
On-site energies, slice 4 (hopping): -0.3 0.9 -0.6
Transverse mode energies (hopping): -1.4142 -0.0000 1.4142
Wave numbers k (rad per spacing): 2.6004 1.7214 0.9799
Velocities v (hopping*spacing/hbar): 1.0303 1.9774 1.6609
Net flux from chosen amplitudes (1/time unit): 0.960000
Smallest, largest bond current: 0.960000 0.960000
Number of bonds checked: 7
Largest entry of |S^dag S - 1|: 6.7e-16
Largest entry of |t' - t^T| (time reversal broken): 0.9216
Largest entry of |M(recursion) - M(from S)|: 3.5e-15
Largest entry of |M^dag Z M - Z|: 4.9e-15
Largest entry of |M Z M^dag - Z|: 6.2e-15
Eigenvalues of M M^dag: 0.022033 0.065218 0.322507 3.100708 15.333114 45.387107
Products of paired eigenvalues: 1.00000000 1.00000000 1.00000000
x_n from M M^dag: 0.565815 1.365007 1.907614
T_n = 1/cosh^2 x_n: 0.737570 0.229907 0.084372
T_n from t t^dag (linear solve): 0.737570 0.229907 0.084372
T_n from t'^dag t' (linear solve): 0.737570 0.229907 0.084372
Sum of T_n: 1.051849
One-mode barrier: height 1.5 hopping, 3 slices
One-mode barrier, eigenvalues of M M^dag: 0.104010 1.000000 1.000000 1.000000 1.000000 9.614496
One-mode barrier, T_n from t t^dag: 1.000000 1.000000 0.341340
One-mode barrier, eigenvalues equal to 1: 4
No flux normalization, largest |M^dag Z M - Z|: 2.9003
No flux normalization, 1/cosh^2 x_n (wrong): 0.710930 0.260843 0.071628
Absorption strength (hopping): 0.2
Absorbing strip, largest |M^dag Z M - Z|: 4.6555
Absorbing strip, eigenvalues of t t^dag: 0.292352 0.127452 0.046006
Absorbing strip, 1/cosh^2 x_n (wrong): 0.561275 0.191156 0.077287
Delta barrier (hbar = m = 1): k = 1.0, g = 0.75, beta = 0.75
Delta barrier, eigenvalues of M M^dag: 0.250000 4.000000
Delta barrier: x = 0.693147, T = 0.640000
```
